# A Hadamard Gate Promotes a Visible Spin to a Deep Hidden Unit, part 2

A Hadamard gate acts on spin \(l\) of a restricted Boltzmann machine (RBM). With visible bits \(v_i\in\{0,1\}\) and hidden bits \(h_j\in\{0,1\}\), \(j=1,\ldots,M\), the RBM has the amplitude
\[
\Psi(v)=\sum_h \exp\Big(\sum_i a_iv_i+\sum_j b_jh_j+\sum_{ij}v_iW_{ij}h_j\Big).
\]
Parameters are dimensionless and may be complex; amplitudes are unnormalised. \(Z\) has eigenvalue \((-1)^v\) on \(|v\rangle\), \(X\) exchanges \(|0\rangle\) and \(|1\rangle\), and the gate is \(H(x,g)=(-1)^{xg}/\sqrt2\).

The old bit \(g\) of spin \(l\) is promoted to a hidden bit, \(x\) is the new visible bit, and \(r\) denotes the other visible bits. In the direct form,
\[
\Psi'(x,r)=\frac{1}{\sqrt2}\sum_{g,h}\exp\Big(i\pi xg+a_lg+\sum_j gW_{lj}h_j+E(r,h)\Big),
\]
\[
E(r,h)=\sum_{i\ne l}a_iv_i+\sum_jb_jh_j+\sum_{i\neq l}\sum_j v_iW_{ij}h_j .
\]
The layered form replaces the link \(x\)–\(g\) by a path through a hidden bit \(k\). Both forms were tested on four random complex machines (three visible, two hidden bits), with relative and absolute tolerances of \(10^{-10}\).

For a single spin with \(\Psi(v)=e^{av}\), Part 1 found the new bias \(a'\):
\[
e^{a'}=\frac{1-e^a}{1+e^a}.
\]

The example has a gate on spin 1 and
\[
a=(0.2,\,-0.3,\,0.1),\qquad b=(0.1,\,-0.2),
\]
\[
W=\begin{pmatrix}0.5&-0.4\\0.3&0.6\\-0.7&0.2\end{pmatrix}.
\]
At \(r=00\), \(\Psi(0,00)=3.82874\) and \(\Psi(1,00)=5.33867\), which give \(\Psi'(0,00)=6.48233\) and \(\Psi'(1,00)=-1.06768\). All eight amplitudes before and after the gate (the first and second columns) are in the table of computed values at the end; the sum of squares is 174.21096 in both. The four amplitudes with \(x=1\) become negative. An RBM with real parameters has only positive amplitudes, so it cannot give the second column, even up to a common factor.

### Stage five: what happens if the promoted bit is summed out

It is natural to ask whether \(g\) is really needed, or whether a sum over it would leave an RBM. In the direct form, collect the terms that contain \(g\) and define
\[
F(x,h)=\sum_g\exp\Big[g\Big(i\pi x+a_l+\sum_jW_{lj}h_j\Big)\Big].
\]
The term \(g=0\) is 1, and the term \(g=1\) is the exponential itself:
\[
F(x,h)=1+(-1)^x\exp\Big(a_l+\sum_jW_{lj}h_j\Big).
\]
The amplitude becomes
\[
\Psi'(x,r)=\frac1{\sqrt2}\sum_hF(x,h)\,e^{E(r,h)} .
\]
For fixed visible bits, the hidden bits of an RBM contribute a product of separate factors, one for each \(h_j\). The factor \(e^{E(r,h)}\) has this property, because \(E\) is a sum of terms with at most one \(h_j\) each. The question is whether \(F\) has it too.

Take two hidden bits first. Abbreviate
\[
A=e^{a_l},\qquad p=e^{W_{l1}},\qquad q=e^{W_{l2}},\qquad s=(-1)^x,
\]
and write \(F_{h_1h_2}\) for \(F\) at fixed \(x\). Then
\[
F_{00}=1+sA,\quad F_{10}=1+sAp,\quad F_{01}=1+sAq,\quad F_{11}=1+sApq .
\]
If \(F\) were a product \(f_1(h_1)f_2(h_2)\), both \(F_{11}F_{00}\) and \(F_{10}F_{01}\) would equal \(f_1(0)f_1(1)f_2(0)f_2(1)\), and their difference would vanish. Multiply out, using \(s^2=1\):
\[
F_{11}F_{00}=1+sA+sApq+A^2pq,
\]
\[
F_{10}F_{01}=1+sAp+sAq+A^2pq .
\]
The first and last terms cancel in the difference:
\[
F_{11}F_{00}-F_{10}F_{01}=sA(1+pq-p-q)=(-1)^xA(p-1)(q-1).
\]
An exponential of a finite number is never zero, so \(A\neq0\). The difference vanishes only if \(p=1\) or \(q=1\), that is, if \(W_{l1}\) or \(W_{l2}\) is an integer multiple of \(2\pi i\). Such a coupling is trivial: it multiplies every term by 1 whatever the bits are, and is equivalent to no coupling.

With more than two hidden bits, hold all but two of them fixed. Their contributions to the exponent only change \(A\) into another nonzero number, and the same formula applies. Thus, if spin \(l\) was coupled nontrivially to at least two hidden bits, removing \(g\) leaves a link between those bits. With these hidden bits kept, the depth has not been removed; it has been converted into links inside the hidden layer. A hidden bit that is linked to spin \(l\) and to no other spin need not be kept: summing it out before the gate only changes \(a_l\) and the overall factor, provided its two-term sum does not vanish.

The physical picture is that \(h_1\) and \(h_2\) both respond to \(g\). While \(g\) was visible, its value was given, and for given visible bits the two were independent. Once \(g\) is summed over, each carries information about it, and so they become correlated in the complex weights. The word "correlated" refers here to the failure of factorisation, since complex weights are not probabilities.

### The factors in the example

For \(x=0\),
\[
F_{00}=1+e^{0.2}=2.22140,\qquad F_{10}=1+e^{0.7}=3.01375,
\]
\[
F_{01}=1+e^{-0.2}=1.81873,\qquad F_{11}=1+e^{0.3}=2.34986 .
\]
The difference of products is
\[
2.34986\times2.22140-3.01375\times1.81873=-0.26122,
\]
and the formula gives \(e^{0.2}(e^{0.5}-1)(e^{-0.4}-1)=-0.26122\) as well. It is negative because the two couplings have opposite signs, so that \(p>1\) and \(q<1\).

For \(x=1\) the exponentials are subtracted:
\[
F_{00}=-0.22140,\qquad F_{10}=-1.01375,
\]
\[
F_{01}=0.18127,\qquad F_{11}=-0.34986 .
\]
The difference is now \(+0.26122\), with the sign \((-1)^x\) of the formula.

The strength of the link is better expressed by the ratio
\[
R(x)=\frac{F_{11}F_{00}}{F_{10}F_{01}},
\]
because a term \(Jh_1h_2\) in the exponent would contribute \(R=e^J\), while separate biases of \(h_1\) and \(h_2\) cancel from \(R\). The example has \(R(0)=0.95234\) and \(R(1)=-0.42152\). At \(x=0\) the link is weak, as \(R\) is close to 1. At \(x=1\) it is strong, and the negative ratio requires a complex \(J\). Since \(R\) depends on \(x\), no single pair coupling between \(h_1\) and \(h_2\) serves both cases. Written as one exponent, \(F\) needs a term that contains \(x\), \(h_1\) and \(h_2\) together. The bit \(g\) replaces this three-body term by pair links.

These factors also give the amplitude by another order of summation. At \(r=00\) the weight of the hidden bits is \(e^{b_1h_1+b_2h_2}\), so that
\[
\sqrt2\,\Psi'(1,00)=F_{00}+e^{0.1}F_{10}+e^{-0.2}F_{01}+e^{-0.1}F_{11}.
\]
With the four factors for \(x=1\) the right side is \(-1.50993\). This equals \(3.82874-5.33867\), the difference found in Part 1 by summing over \(h\) first, and division by \(\sqrt2\) gives \(-1.06768\) again.

### The exception: one coupled hidden bit

The failure of factorisation needs two nontrivial couplings. Suppose instead that spin \(l\) is coupled to a single hidden bit \(h\), with \(p=e^{W}\). Then \(F\) depends on two bits and has four values:
\[
F(x,h)=1+(-1)^xAp^h .
\]
If none of them vanishes, they can be matched by a constant, two biases and one pair coupling:
\[
F(x,h)=e^{c+\alpha x+\beta h+\omega xh}.
\]
The four unknowns follow one at a time. Setting \(x=h=0\) gives \(e^c=1+A\). The ratios of the next two values to the first are
\[
e^\alpha=\frac{F(1,0)}{F(0,0)}=\frac{1-A}{1+A},\qquad
e^\beta=\frac{F(0,1)}{F(0,0)}=\frac{1+Ap}{1+A}.
\]
In the cross ratio the constant and both biases cancel, which leaves
\[
e^\omega=\frac{F(1,1)F(0,0)}{F(1,0)F(0,1)}=\frac{(1-Ap)(1+A)}{(1-A)(1+Ap)} .
\]
The result is an RBM with the same number of hidden bits as at the start. Spin \(l\) has the new bias \(\alpha\), the bias of \(h\) is increased by \(\beta\), the coupling becomes \(\omega\), and the prefactor is \((1+A)/\sqrt2\). Here the promotion is a valid description but an avoidable one. For \(p=1\) the formulas give \(\beta=\omega=0\), up to multiples of \(2\pi i\), and \(\alpha\) is the new bias \(a'\) of the single spin in Part 1.

A variant of the example shows the numbers. Set \(W_{12}=0\) and hold all other parameters fixed. Spin 1 is then coupled to \(h_1\) alone, and the required values of \(F\) are those already listed with \(h_2=0\). They give
\[
e^\alpha=\frac{-0.22140}{2.22140},\qquad \alpha=-2.30591+3.14159\,i,
\]
\[
e^\beta=\frac{3.01375}{2.22140},\qquad \beta=0.30505,
\]
\[
e^\omega=\frac{(-1.01375)(2.22140)}{(-0.22140)(3.01375)},\qquad \omega=1.21638 .
\]
The bias of \(h_1\) becomes \(0.1+0.30505=0.40505\), and the prefactor is \(2.22140/\sqrt2=1.57077\). The imaginary part \(\pi\) of \(\alpha\) gives every amplitude with \(x=1\) a minus sign. All other parameters are real, so in this variant the signs are carried by one complex visible bias.

### Where the elimination fails

The logarithms require four nonzero values of \(F\), that is \(A\neq\pm1\) and \(Ap\neq\pm1\). The simplest excluded point is \(a_l=0\), for which \(A=1\) and \(F(1,0)=0\). A finite exponent cannot produce this zero.

It is useful to see how the failure is approached. As \(A\to1\), \(e^\alpha\to0\), so the real part of the bias tends to \(-\infty\). But the product
\[
e^{\alpha+\omega}=\frac{F(1,1)}{F(0,1)}=\frac{1-Ap}{1+Ap}
\]
tends to \((1-p)/(1+p)\), which for \(p\neq\pm1\) is finite and nonzero. For such \(p\) the coupling diverges so as to compensate the bias when \(h=1\). The zero at \(h=0\) is thus a limit of RBM weights, reached with infinite parameters.

The deep form has no such difficulty. Its parameters at \(a_l=0\) are \(0\), \(W_{lj}\) and fixed multiples of \(i\pi\), all finite. This case was tested on the random machines with \(a_1=0\) and \(W_{12}=0\), and the deep network again reproduced the gate within the stated tolerances. The promotion therefore needs no condition on the parameters, whereas the elimination does.

### What has not been excluded

The failure of factorisation concerns a particular network: the old hidden bits with their old links, after \(g\) has been summed out. It does not prove that the state \(\Psi'\) lies outside all RBMs. A different set of couplings, or a larger number of hidden bits, may represent the same amplitudes, and for the small example it does. All four negative amplitudes have \(x=1\), so an imaginary part \(\pi\) in the bias of spin 1 carries the signs. There remain eight positive magnitudes against twelve real parameters (three visible biases, two hidden biases, six couplings and a prefactor). A numerical fit finds such an RBM with two hidden bits that reproduces the second column to rounding error. Its parameters come from the fit, not from a formula in the old ones. What has been excluded for the example is an RBM with real parameters, by the argument from signs at the beginning. The statement about depth is a statement about the construction.

### The price of evaluating an amplitude

For one gate the deep form is cheap to evaluate. Summing over \(h\) first gives two RBM products:
\[
\Psi'(x,r)=\frac{\Psi(0,r)+(-1)^x\Psi(1,r)}{\sqrt2}.
\]
If gates act on \(n\) different spins, each has its own promoted bit \(g_l\) and new bit \(x_l\). With \(r\) now denoting the remaining visible bits,
\[
\Psi'(x,r)=2^{-n/2}\sum_{g_1,\ldots,g_n}(-1)^{\sum_lx_lg_l}\,\Psi(g_1,\ldots,g_n,r).
\]
This sum has \(2^n\) terms, each an RBM product. The other order is also available. For fixed \(h\) the promoted bits are not linked to each other, and each gives its own factor \(F_l(x_l,h)\):
\[
\Psi'(x,r)=2^{-n/2}\sum_h e^{E(r,h)}\prod_{l}F_l(x_l,h).
\]
That sum has \(2^M\) terms, where \(M\) is the number of original hidden bits. One may choose the shorter of the two. Both grow exponentially if \(n\) and \(M\) grow together, though special couplings can do better. If all \(W_{lj}\) of the promoted spins vanish, for instance, the sum over the \(g_l\) separates into \(n\) sums of two terms.

The terms also cancel. In the example, at \(r=00\), the amplitude for \(x=1\) has magnitude 1.06768, while the same two contributions add up to 6.48233 for \(x=0\). The terms of the hidden sum therefore cannot be used as probabilities, even though every term of the original RBM was positive.

### What the gate does to a measurement

The signs have a direct physical meaning. The matrix elements of \(HZH\) are
\[
(HZH)(v,v')=\frac12\sum_x(-1)^{x(v+v'+1)} .
\]
The right side, including the factor \(\tfrac12\), is 1 if \(v+v'+1\) is even, hence if \(v\neq v'\), and 0 otherwise. This is the matrix \(X\). A measurement of \(Z_1\) after the gate therefore has the same mean as a measurement of \(X_1\) before it.

Before the gate, \(X_1\) pairs the amplitudes that differ in the first bit, and each pair occurs twice:
\[
\langle X_1\rangle=\frac{2\sum_r\Psi(0,r)\Psi(1,r)}{174.21096}=0.96194 .
\]
The second column of amplitudes gives the same number for \(\langle Z_1\rangle\). The probability of \(x=1\) is \((1-0.96194)/2\), about 1.9 per cent, so the four negative amplitudes carry little weight. For each \(r\), the initial amplitudes \(\Psi(0,r)\) and \(\Psi(1,r)\) have the same sign and differ by less than 40 per cent of the smaller one, and the probability of \(x=1\) contains only the square of their difference. In this sense the first spin was already close to the state \(|0\rangle+|1\rangle\), which the gate turns into a multiple of \(|0\rangle\).

## Table of computed values

```
All numbers are dimensionless; amplitudes are unnormalised
visible biases a1 a2 a3: 0.2 -0.3 0.1
hidden biases b1 b2: 0.1 -0.2
couplings W11 W12: 0.5 -0.4
couplings W21 W22: 0.3 0.6
couplings W31 W32: -0.7 0.2
bits v1v2v3 | amplitude before | amplitude after H on spin 1
000 | 3.82874 | +6.48233
001 | 3.42340 | +5.45761
010 | 4.59988 | +7.67963
011 | 4.02226 | +6.33348
100 | 5.33867 | -1.06768
101 | 4.29483 | -0.61619
110 | 6.26076 | -1.17442
111 | 4.93463 | -0.64515
negative amplitudes before, after: 0 4
squared norm before, after: 174.21096, 174.21096
<X1> before, <Z1> after: 0.961942, 0.961942
layered network: bias of x: +0.00000+1.57080i
layered network: bias of g: +0.20000+1.57080i
layered network: bias of k: +0.00000+1.57080i
layered network: coupling k-x: +0.00000-3.14159i
layered network: coupling k-g: +0.00000-3.14159i
layered network: couplings g-h1, g-h2: 0.5 -0.4
layered network: prefactor: +0.35355-0.35355i
units in layers 0, 1, 2: 3 3 1
x=0: F00 F01 F10 F11 = 2.22140 1.81873 3.01375 2.34986
x=0: F11*F00 - F10*F01 = -0.26122
x=0: cross ratio F11*F00/(F10*F01) = 0.95234
x=1: F00 F01 F10 F11 = -0.22140 0.18127 -1.01375 -0.34986
x=1: F11*F00 - F10*F01 = 0.26122
x=1: cross ratio F11*F00/(F10*F01) = -0.42152
variant W12=0: new bias of spin 1 (alpha): -2.30591+3.14159i
variant W12=0: shift of b1 (beta): +0.30505+0.00000i
variant W12=0: new b1: +0.40505+0.00000i
variant W12=0: new W11 (omega): +1.21638-0.00000i
variant W12=0: prefactor (1+A)/sqrt(2): +1.57077+0.00000i
```
